# Paired Dirac levels, kernel states and the index of D

## Part 1. From a two-by-two matrix to the general theorem

### The result

Let $D$ take upper components $u$ in a Hilbert space $K_+$ to lower components $v$ in a Hilbert space $K_-$, and let $m$ be a real constant. The Hamiltonian

$$
H=\begin{pmatrix} m & D^\dagger\\ D & -m\end{pmatrix}=Q+m\beta,\qquad
Q=\begin{pmatrix}0&D^\dagger\\ D&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}
$$

has a spectrum that is symmetric under $E\to-E$, multiplicities included, once the states built from $\ker D$ and $\ker D^\dagger$ are set aside. For $m\neq0$ those states are the whole eigenspaces at $E=m$ and $E=-m$. Write $n_+=\dim\ker D$ and $n_-=\dim\ker D^\dagger$. If $m\neq0$ and $D$ is a Fredholm operator, which means that $n_\pm$ are finite and the range of $D$ is closed, then

$$
\dim\ker(H-m)-\dim\ker(H+m)=n_+-n_-=\operatorname{ind}D. \tag{1}
$$

Kernel states can therefore balance one another: one at $+m$ and one at $-m$ look like an ordinary pair. The index counts the excess. At $m=0$ all kernel states lie at $E=0$, the spectrum is symmetric, and the index appears in another way, derived below.

The units are $\hbar=c=1$. Inner products are linear in the second argument.

### Entry 1: one number, then two

Take $K_+=K_-=\mathbb C$, so that $D$ is a complex number $d$. The characteristic equation is

$$
(m-E)(-m-E)-|d|^2=E^2-m^2-|d|^2=0,
$$

which gives $E=\pm\sqrt{m^2+|d|^2}$. In the limit $d\to0$ the levels become $+m$ and $-m$. Both kernels then have dimension one, and the index is $1-1=0$. Nothing is left unpaired.

With finite matrices, an excess requires two spaces of different dimension. Let $K_+=\mathbb C^2$ and $K_-=\mathbb C$, with $D=(d_1,d_2)\neq0$. There are now three levels. The vector $u_0=(d_2,-d_1)$ satisfies $Du_0=d_1d_2-d_2d_1=0$, so $(u_0,0)$ is an eigenvector of $H$ with energy $m$. The unit vector orthogonal to it, $u_1=(d_1^*,d_2^*)/s$ with $s=\sqrt{|d_1|^2+|d_2|^2}$, satisfies $Du_1=s$. Together with the single lower component it forms the block

$$
\begin{pmatrix}m&s\\ s&-m\end{pmatrix},\qquad E=\pm\sqrt{m^2+s^2}.
$$

The spectrum is one pair and one unpaired level at $+m$. The index is $1-0=1$. If $s\to0$, the pair closes onto $\pm m$, the kernels grow to dimensions 2 and 1, and the difference remains 1.

### Entry 2: any finite matrix

Let $D$ have $N_-$ rows, $N_+$ columns and rank $r$. Its singular-value decomposition supplies orthonormal vectors $u_j$ and $v_j$ and numbers $s_j>0$ with

$$
Du_j=s_jv_j,\qquad D^\dagger v_j=s_ju_j,\qquad j=1,\dots,r.
$$

Each $j$ reproduces the two-by-two block above and contributes $\pm\sqrt{m^2+s_j^2}$. The remaining $n_+=N_+-r$ upper vectors are annihilated by $D$ and have energy $m$. The remaining $n_-=N_--r$ lower vectors are annihilated by $D^\dagger$ and have energy $-m$. Hence

$$
\operatorname{ind}D=(N_+-r)-(N_--r)=N_+-N_-.
$$

The rank has cancelled. In finite dimension the index is fixed by the shape of the matrix and does not depend on its entries. In particular, it is zero for every square matrix.

The trace gives a second route to this count. The diagonal blocks give $\operatorname{Tr}H=m(N_+-N_-)$. The sum of the eigenvalues is $m(n_+-n_-)$, because the pairs cancel. For $m\ne0$ the two differences must agree.

A numerical case has both kernels nonempty. A real $5\times7$ matrix of rank 4 was formed as the product of a $5\times4$ and a $4\times7$ matrix of normally distributed random numbers, divided by 3. With $m=1$, diagonalization of the $12\times12$ Hamiltonian gives three states at $+1$, one at $-1$, and the pairs

$$
\pm1.247,\qquad \pm1.678,\qquad \pm2.139,\qquad \pm2.804 .
$$

The count is $3+1+2\times4=12$, and the excess is $3-1=2=7-5$. The pair energies belong to this random draw; the excess belongs to the shape.

### Entry 3: conditions for an operator

A differential operator is unbounded, so its domain is part of its definition. Assume that $D$ is closed and densely defined. Then $D^\dagger$ is densely defined and $D^{\dagger\dagger}=D$. Let $Q$ act on $\operatorname{dom}D\oplus\operatorname{dom}D^\dagger$.

To find the adjoint of $Q$, suppose that $(\phi,\chi)$ lies in its domain and is sent to $(f,g)$. By definition,

$$
\langle\phi,D^\dagger v\rangle+\langle\chi,Du\rangle
=\langle f,u\rangle+\langle g,v\rangle
$$

for all allowed $u$ and $v$. Setting $v=0$ shows that $\chi\in\operatorname{dom}D^\dagger$ and $f=D^\dagger\chi$. Setting $u=0$ shows that $\phi\in\operatorname{dom}D^{\dagger\dagger}=\operatorname{dom}D$ and $g=D\phi$. The adjoint thus has the same domain and action as $Q$, so $Q$ is self-adjoint. Adding the bounded self-adjoint operator $m\beta$ preserves this property, and $H$ is self-adjoint.

The square of $H$ follows by acting twice:

$$
H^2\begin{pmatrix}u\\v\end{pmatrix}
=\begin{pmatrix}m(mu+D^\dagger v)+D^\dagger(Du-mv)\\
D(mu+D^\dagger v)-m(Du-mv)\end{pmatrix}
=\begin{pmatrix}(D^\dagger D+m^2)u\\(DD^\dagger+m^2)v\end{pmatrix}.
$$

The cross terms cancel because $m$ is constant and enters the two diagonal blocks with opposite signs. Since $D^\dagger D$ and $DD^\dagger$ are nonnegative, $H^2\ge m^2$, and there is no spectrum with $|E|<|m|$.

### Entry 4: what lives at plus and minus m

The eigenvalue equation is the pair

$$
Du=(E+m)v,\qquad D^\dagger v=(E-m)u. \tag{2}
$$

Let $m\neq0$ and $E=m$. Then $Du=2mv$ and $D^\dagger v=0$. Taking the inner product of the first equation with $v$ gives

$$
2m\|v\|^2=\langle v,Du\rangle=\langle D^\dagger v,u\rangle=0.
$$

Thus $v=0$, and then $Du=0$. Conversely, every $u\in\ker D$ gives the eigenstate $(u,0)$. At $E=-m$ the equations are $Du=0$ and $D^\dagger v=-2mu$, and

$$
-2m\|u\|^2=\langle u,D^\dagger v\rangle=\langle Du,v\rangle=0,
$$

so $u=0$ and $D^\dagger v=0$. The result is

$$
\ker(H-m)=\ker D\oplus0,\qquad \ker(H+m)=0\oplus\ker D^\dagger. \tag{3}
$$

These formulas hold for either sign of $m$. When $m<0$, states from $\ker D$ still have energy $m$, which is now negative.

### Entry 5: the partner of an eigenstate

Suppose that $(u,v)$ solves (2) with $E^2\neq m^2$. Keep $u$ and replace the lower component by

$$
v'=\frac{Du}{m-E}=\frac{m+E}{m-E}\,v. \tag{4}
$$

The first equation at energy $-E$ requires $Du=(-E+m)v'$, which holds by construction. For the second,

$$
D^\dagger v'=\frac{m+E}{m-E}\,(E-m)u=-(m+E)u=(-E-m)u,
$$

as required. Applying (4) again with $E\to-E$ multiplies $v'$ by $(m-E)/(m+E)$ and restores $v$. The map is therefore invertible between the two eigenspaces, and their dimensions agree.

At $m=0$ the factor in (4) is $-1$, so the partner is $(u,-v)=\beta(u,v)$. For a massive particle this simple sign change fails, since $\beta H\beta=-Q+m\beta=-H+2m\beta$. The mass makes the weights of the two components unequal, and the partner must exchange these weights. From (2), $D^\dagger Du=(E+m)D^\dagger v=(E^2-m^2)u$, and hence

$$
\|v\|^2=\frac{\langle u,D^\dagger Du\rangle}{(E+m)^2}
=\frac{E-m}{E+m}\|u\|^2,\qquad
P_{\rm up}=\frac{\|u\|^2}{\|u\|^2+\|v\|^2}=\frac{E+m}{2E}. \tag{5}
$$

At $-E$ the upper weight is $(E-m)/(2E)$, and the two weights add to one. For the lowest pair of the matrix in Entry 2, the upper weight is $2.24662/2.49324=0.9011$ at positive energy and $0.0989$ at negative energy. As $E\to m$ with $m>0$, the upper weight tends to one, in agreement with (3).

### Entry 6: the continuum pairs as well

Eigenvectors do not cover a continuous spectrum. The polar decomposition does. Write $D=U|D|$, where $|D|=\sqrt{D^\dagger D}$ and $U$ is unitary from $(\ker D)^\perp$ to $(\ker D^\dagger)^\perp$. Then $D^\dagger=|D|U^\dagger$. Off the kernels, replace $v$ by $b=U^\dagger v$, which lies in the same space as $u$. The Hamiltonian becomes

$$
h=\begin{pmatrix}m&|D|\\|D|&-m\end{pmatrix}.
$$

Let $J(a,b)=(b,-a)$, with inverse $J^{-1}(a,b)=(-b,a)$. Then

$$
JhJ^{-1}\begin{pmatrix}a\\b\end{pmatrix}
=J\begin{pmatrix}-mb+|D|a\\-|D|b-ma\end{pmatrix}
=\begin{pmatrix}-|D|b-ma\\mb-|D|a\end{pmatrix}
=-h\begin{pmatrix}a\\b\end{pmatrix}.
$$

In the original components the unitary map is $C(u,v)=(U^\dagger v,-Uu)$, and $CHC^\dagger=-H$ off the kernels. Unitary equivalence of $H$ and $-H$ covers discrete and continuous spectrum together. A spectral value $s$ of $|D|$ gives the two values $\pm\sqrt{m^2+s^2}$.

If $D$ is Fredholm, its closed range implies a constant $\delta>0$ with $\|Du\|\ge\delta\|u\|$ for all $u\perp\ker D$ in its domain. The paired spectrum then obeys $|E|\ge\sqrt{m^2+\delta^2}$ and stays clear of $\pm m$. Subtracting the dimensions in (3) proves (1).

For $m=0$, the equation $Q(u,v)=0$ means $Du=0$ and $D^\dagger v=0$. The null space is $\ker D\oplus\ker D^\dagger$, on which $\beta$ is $+1$ and $-1$ respectively. Its trace there is $n_+-n_-=\operatorname{ind}D$. The mass reveals the same number as an imbalance in energy.

### Entry 7: boundary conditions change the index

On $0\le x\le L$, let $D=d/dx$, first with no condition on $u$ at the ends. Integration by parts gives

$$
\langle v,Du\rangle=v^*(L)u(L)-v^*(0)u(0)-\langle v',u\rangle .
$$

Because the end values of $u$ are free, the adjoint is $D^\dagger=-d/dx$ with $v(0)=v(L)=0$. Constants lie in $\ker D$, while $\ker D^\dagger$ is empty apart from zero, so the index is 1. The other modes obey $-u''=s^2u$ with $u'=0$ at both ends. They are $u=\cos(k\pi x/L)$, and the full spectrum is

$$
E=m,\qquad E=\pm\sqrt{m^2+(k\pi/L)^2},\quad k=1,2,\dots
$$

If $u$ vanishes at both ends instead, $v$ is free there, the constant moves to the lower component, and the index is $-1$. If $u(0)=0$ and $v(L)=0$, both kernels vanish and the index is 0. The same differential expression thus has three different indices, according to its domain.

The limit $L\to\infty$ shows what the Fredholm condition protects. The lowest nonzero $s$ is $\pi/L$, which tends to zero, and the paired levels close in on $\pm m$. The normalized constant has amplitude $L^{-1/2}$ and disappears as a bound state. An unpaired level that survives on an infinite line needs a mechanism that confines it.

## Part 2. A kink on a line, and what a ring does to it

### Symbols and results carried over

The Hamiltonian is $H=\begin{pmatrix}m&D^\dagger\\D&-m\end{pmatrix}$, acting on upper and lower components $u,v$. Its eigenstates obey $Du=(E+m)v$ and $D^\dagger v=(E-m)u$. For $m\neq0$, the states at $E=m$ are $(u,0)$ with $Du=0$, and those at $E=-m$ are $(0,v)$ with $D^\dagger v=0$. Their numbers are $n_+$ and $n_-$. All other spectrum comes in pairs $E=\pm\sqrt{m^2+s^2}$, where $s^2$ belongs to the spectrum of $D^\dagger D$. For Fredholm $D$, $n_+-n_-$ is the index.

Lengths are now measured in a profile width $\ell$, and energies, including $m$ and $W$, in $\hbar c/\ell$.

### Entry 8: a profile on the infinite line

Let $W(x)$ be real, smooth and bounded, with $W\to w_\pm$ as $x\to\pm\infty$ and both limits nonzero. Define

$$
D=\frac{d}{dx}+W(x),\qquad D^\dagger=-\frac{d}{dx}+W(x),
$$

on square-integrable functions with square-integrable first derivative. The sign of the derivative changes in $D^\dagger$ through integration by parts, and the boundary terms vanish at infinity. With $p=-i\,d/dx$ and Pauli matrices $\sigma_i$, this is

$$
H=\sigma_y p+\sigma_xW+\sigma_z m .
$$

For constant $W=w$ the three matrices anticommute, so $E^2=p^2+w^2+m^2$. Thus $W$ acts as a second mass, one that may change sign along the line.

The equation $Du=0$ is $u'=-Wu$, and its solution is

$$
u_0(x)=u_0(0)\exp\left[-\int_0^xW(y)\,dy\right].
$$

On the right it behaves as $e^{-w_+x}$ up to slower factors, and decays if $w_+>0$. On the left the exponent grows as $-w_-x=w_-|x|$, so decay requires $w_-<0$. Hence $n_+=1$ if $w_-<0<w_+$, and $n_+=0$ otherwise. The equation $D^\dagger v=0$ reverses the sign of the exponent, so $n_-=1$ if $w_+<0<w_-$, and $n_-=0$ otherwise. All four sign choices are covered by

$$
\operatorname{ind}D=\tfrac12\left(\operatorname{sgn}w_+-\operatorname{sgn}w_-\right). \tag{6}
$$

The shape of $W$ between the two ends has dropped out.

It remains to show that $D$ has closed range. Suppose that it had not. Then there would be normalized $u_j\perp\ker D$ with $\|Du_j\|\to0$. Since $u_j'=Du_j-Wu_j$, their derivatives are bounded in norm. A subsequence therefore converges in norm on each finite interval. Its limit $u$ obeys $Du=0$ and is orthogonal to $\ker D$, hence $u=0$. The norm of $u_j$ must escape to large $|x|$.

Let $\eta$ be a smooth step that vanishes for $x<R$ and equals 1 for $x>R+1$, and set $f_j=\eta u_j$. Then $Df_j=\eta Du_j+\eta'u_j\to0$, because $\eta'$ is confined to a finite interval. For constant $w_+$,

$$
\|f'+w_+f\|^2=\|f'\|^2+w_+^2\|f\|^2+w_+\int\frac{d|f|^2}{dx}\,dx
=\|f'\|^2+w_+^2\|f\|^2 .
$$

Choose $R$ so large that $|W-w_+|<|w_+|/2$ beyond it. Then $\|Df_j\|\ge\tfrac12|w_+|\,\|f_j\|$, which forces $\|f_j\|\to0$. The left side is excluded in the same way with $w_-$. No place is left for the unit norm, a contradiction. Thus $D$ is Fredholm, and (6) is the excess of levels at $+m$.

Far from the centre the dispersion relation is $E^2=m^2+p^2+w_\pm^2$. The continuum therefore starts at

$$
|E|=\sqrt{m^2+\min(w_+^2,w_-^2)} .
$$

### Entry 9: the tanh kink, solved by a ladder

Take $W=\lambda\tanh x$ with $\lambda>0$. The limits are $\pm\lambda$, and the index is 1. The kernel state is $u_0\propto(\cosh x)^{-\lambda}$, centred where $W$ changes sign.

To find the pairs, expand the two products on a test function $f$:

$$
D^\dagger Df=-f''-(Wf)'+Wf'+W^2f=(-\partial_x^2+W^2-W')f,
$$
$$
DD^\dagger f=-f''+(Wf)'-Wf'+W^2f=(-\partial_x^2+W^2+W')f .
$$

Here $W'=\lambda\operatorname{sech}^2x$ and $W^2=\lambda^2-\lambda^2\operatorname{sech}^2x$. Labelling $D$ by its strength,

$$
D_\lambda^\dagger D_\lambda=-\partial_x^2+\lambda^2-\lambda(\lambda+1)\operatorname{sech}^2x,
$$
$$
D_\lambda D_\lambda^\dagger=-\partial_x^2+\lambda^2-\lambda(\lambda-1)\operatorname{sech}^2x .
$$

Replacing $\lambda$ by $\lambda-1$ in the first line gives the same well as in the second, with constant $(\lambda-1)^2$. Therefore

$$
D_\lambda D_\lambda^\dagger=D_{\lambda-1}^\dagger D_{\lambda-1}+2\lambda-1. \tag{7}
$$

The nonzero eigenvalues of $D_\lambda^\dagger D_\lambda$ and $D_\lambda D_\lambda^\dagger$ agree, since $u\mapsto D_\lambda u$ carries eigenvectors of the first to the second and $D_\lambda^\dagger$ carries them back. If $\lambda>1$, the operator $D_{\lambda-1}$ has its own kernel state, and (7) turns it into the eigenvalue $s^2=2\lambda-1$ at strength $\lambda$. Repeating the step $n$ times gives

$$
s_n^2=\sum_{j=0}^{n-1}\left[2(\lambda-j)-1\right]
=2\lambda n-n(n-1)-n=2\lambda n-n^2,\qquad 1\le n<\lambda .
$$

The ladder stops at a strength $\mu$ with $0<\mu\le1$. There,

$$
D_\mu D_\mu^\dagger=-\partial_x^2+\mu^2+\mu(1-\mu)\operatorname{sech}^2x ,
$$

whose potential nowhere lies below $\mu^2$. An eigenfunction with eigenvalue at or below $\mu^2$ would need $\int|f'|^2dx\le0$, which no nonzero normalizable function satisfies. Above $\mu^2$ the solutions become plane waves at large $|x|$, because the potential approaches its limit exponentially, and they are not normalizable. No further bound state exists. The bound levels of $H$ are thus

$$
E=m,\qquad E=\pm\sqrt{m^2+2\lambda n-n^2},\quad 1\le n<\lambda. \tag{8}
$$

Two limits show the scales. For $0<\lambda\le1$ the kernel state is the sole bound state; as $\lambda\to0$ its tail $e^{-\lambda|x|}$ spreads without bound while the continuum closes in on $\pm m$. For large $\lambda$ and fixed $n$, $s_n^2\approx2\lambda n$. This is the spectrum of the linear profile $W=\lambda x$: there $D^\dagger D=-\partial_x^2+\lambda^2x^2-\lambda$, and the oscillator eigenvalues $\lambda(2n+1)-\lambda$ equal $2\lambda n$.

### Entry 10: numbers for strength three

Set $\lambda=3$ and $m=1$, both in $\hbar c/\ell$. Equation (8) gives

$$
n=1:\quad s^2=6-1=5,\quad E=\pm\sqrt6=\pm2.449490,
$$
$$
n=2:\quad s^2=12-4=8,\quad E=\pm\sqrt9=\pm3.000000,
$$

and the continuum begins at $\pm\sqrt{10}=\pm3.162278$.

The levels can also be found without squaring $H$. The eigenvalue equations on the line are

$$
u'=-Wu+(E+m)v,\qquad v'=Wv-(E-m)u .
$$

For a trial energy inside the gap, start with the decaying solution at $x=-9$ and integrate to $x=0$; do the same from $x=+9$. A bound state exists when the two vectors at the origin are parallel, that is, when $u_Lv_R-u_Rv_L=0$. A scan in energy followed by root finding gives

$$
-3.000000,\quad-2.449490,\quad+1.000000,\quad+2.449490,\quad+3.000000 .
$$

There are two pairs and one level without a partner. In the pair at $\pm3$, the upper weight $(E+m)/(2E)$ is $4/6=2/3$ at $E=3$ and $(-2)/(-6)=1/3$ at $E=-3$. The unpaired state has upper weight 1.

At $E=-m$ equation (3) requires a normalizable solution of $D^\dagger v=0$. The candidate is $(\cosh x)^{\lambda}$, which grows in both directions. This is why the level at $-1$ is missing.

### Entry 11: reverse the mass, reverse the kink

With the same kink and $m=-1$, the matching calculation leaves the four paired levels in place and moves the unpaired one to $-1$. Nothing has happened to $D$ or to its index. The state is still $(u_0,0)$, and its energy is still $m$. As $m$ is varied from 1 to $-1$, this level crosses zero linearly, while the pairs depend on $m^2$.

With $m=1$ and the antikink $W=-3\tanh x$, the unpaired level is again at $-1$. The reason is now different: the index is $-1$, and the state is $(0,v_0)$ with $v_0\propto(\cosh x)^{-3}$. The complete spectra of the two cases coincide because the Hamiltonians are unitarily equivalent. Conjugation by $\sigma_y$ leaves $\sigma_yp$ unchanged and reverses $\sigma_x$ and $\sigma_z$, so

$$
\sigma_yH[W,m]\sigma_y=H[-W,-m].
$$

Replacing $m$ by $-m$ relates the reversed mass to the reversed kink. The energy of the unpaired state alone therefore does not determine the sign of the index; the sign of $m$ is needed as well.

### Entry 12: equal limits, no excess

Take next $W=2-3\operatorname{sech}^2x$ with $m=1$. This profile is negative near the origin, where $W(0)=-1$, but both limits are $+2$. Equation (6) gives index zero, and neither kernel candidate is normalizable. The matching method finds

$$
E=\pm1.057565,\qquad E=\pm2.035617,
$$

in a scan that stops at $0.995$ of the continuum edge $\sqrt{1+4}=2.236068$. A third, weakly bound pair lies at $E=\pm2.226208$, between the end of that scan and the edge, so the profile holds three pairs and no unpaired level. The lowest pair has $s=\sqrt{1.057565^2-1}=0.344$. It is close to $\pm m$ but distinct from it.

A different profile shows how a pair can come arbitrarily close to $\pm m$. Let $W$ be $+w$ outside and $-w$ inside an interval of length $a$, with $w>0$ and walls of fixed width. At the right wall $W$ rises through zero, and $e^{-\int W}$ is peaked there. Going left it falls to a size of order $e^{-wa}$ at the left wall, beyond which it would grow. Multiply it by a smooth step $\eta$ that removes the growing part. For this trial function $D(\eta u)=\eta'u$, since $Du=0$, and

$$
s_{\min}\le\frac{\|\eta'u\|}{\|\eta u\|}=O(e^{-wa}).
$$

Two distant walls thus hold a pair whose energies approach $\pm m$ exponentially. At any finite separation the kernels are empty. Near-kernel states enter and leave in pairs, and the index ignores them. The dip used for the numbers above has no flat interior, so $w$ and $a$ are not well defined for it, but the trial function still works. With $\eta=\tfrac12\{1+\tanh[(x+0.65)/0.625]\}$ the ratio $\|\eta'u\|/\|\eta u\|$ is $0.346$, just above the actual $s=0.344$.

### Entry 13: close the line into a ring

On a ring of circumference $2\pi$, functions must be periodic. The candidate $u_0=e^{-\int_0^xW}$ changes by the factor $e^{-2\pi\overline W}$ in one turn, where $\overline W$ is the mean of $W$. The candidate for $D^\dagger$ changes by the inverse factor. Both are periodic if $\overline W=0$, and neither is if $\overline W\ne0$. So

$$
(n_+,n_-)=(1,1)\ \text{or}\ (0,0),\qquad \operatorname{ind}D=0 .
$$

The range is closed by the argument of Entry 8, since on a ring there is no large distance to which the norm could escape.

Let $W=c+\sin x$ and $m=1$. For $c=0$ the kernel functions are $u_0\propto e^{\cos x}$, peaked at $x=0$ where $W$ rises through zero, and $v_0\propto e^{-\cos x}$, peaked at $x=\pi$ where it falls. The ring holds a kink and an antikink. Diagonalization with a trigonometric differentiation matrix on 41 points gives one state at $+1$, one at $-1$, and then two coinciding pairs at $\pm1.62707$. The coincidence is a symmetry of this profile: $D$ carries an even $u$ to an odd $v$, and a shift by $\pi$, which preserves parity, reverses $W$ and exchanges $D^\dagger D$ with $DD^\dagger$. Each even mode with $s>0$ therefore has an odd mode at the same $s$.

For $c=0.5$ the states at $\pm1$ are gone. The smallest singular value of $D$ is now $s=0.24079$, and the lowest pair lies at

$$
\pm\sqrt{1+0.24079^2}=\pm1.02858 .
$$

For small $c$ this lifting follows from the matrix element of the perturbation $c$ between the two kernel states. Since $u_0v_0$ is constant and both functions have the same norm,

$$
s\approx\frac{|c|\int_0^{2\pi}e^{\cos x}e^{-\cos x}dx}{\int_0^{2\pi}e^{2\cos x}dx}
=\frac{2\pi|c|}{\int_0^{2\pi}e^{2\cos x}dx},
$$

to first order in $c$. The two kernel dimensions change together; their difference does not.

This also limits what a lattice can show. A square matrix for $D$ has index zero whatever profile it represents, so for $m\neq0$ it gives equal numbers of levels at $+m$ and $-m$, and the single unpaired level of a kink cannot appear alone. A lattice with one more upper than lower site has index 1, even for an antikink. In both cases the count is set by the lattice, which is why the kink was treated here by matching solutions on the line.

### Entry 14: where the theorem stops

If one limit of $W$ vanishes, the Fredholm property is lost. Suppose that $w_+>0$ and $W=-\alpha/|x|$ far to the left, with $\alpha>0$. There $u_0\propto|x|^{-\alpha}$, which is normalizable for $\alpha>1/2$ and not otherwise. The kernel now depends on the tail of $W$, and the continuum reaches $\pm m$. Pairing off the kernels survives, because the polar decomposition did not use a closed range, but (6) no longer applies.

If the mass depends on position, the proof fails earlier. The upper right entry of $H^2$ becomes

$$
mD^\dagger v-D^\dagger(mv)=mD^\dagger v-(-m'v+mD^\dagger v)=m'v,
$$

so $H^2$ no longer separates the components. The kernel vector $(u_0,0)$ is sent to $(mu_0,0)$, which is not a multiple of it unless $m$ is constant wherever $u_0$ is nonzero.

A constant potential $V_0$ added to both components does less damage. It shifts every energy equally, so the pairs become $V_0\pm\sqrt{m^2+s^2}$ and the kernel levels $V_0\pm m$. The index then counts the imbalance about $V_0$, the new centre of the spectrum.
